# Pump-frequency acceptance of second-harmonic generation in a uniform waveguide

## Problem

A continuous, narrow-line laser near 1550 nm enters a waveguide of length $L=1$ cm and generates light at twice its frequency. A periodic reversal of the nonlinear coefficient (poling) phase-matches the process at the pump frequency $\nu_0$. The group index of the harmonic mode exceeds that of the pump mode by $\Delta n_g=0.1$.

(a) The laser is tuned slowly through $\nu_0$ at constant power. Estimate the full width at half maximum (FWHM) of the second-harmonic power, as a function of pump frequency.

(b) Determine how this width changes with length and group-index mismatch, and when the estimate fails.

(c) Estimate how loss, pump depletion, a thickness drift, temperature and facet reflections alter the result.

For (a), take the guide as uniform and lossless, with one mode at each colour, no reflections and weak conversion. For the numbers, use phase indices $n_1=1.90$ at the pump and $n_2=2.07$ at the harmonic, with group indices 2.20 and 2.30.

## Solution

### The field at the output

Write each field as $A_j(z)\exp[i(k_jz-\omega_jt)]$, with $j=1$ for the pump, $j=2$ for the harmonic and $\omega_2=2\omega_1$. The nonlinear polarization at $2\omega_1$ is proportional to the square of the pump field, so it varies along the guide as $A_1^2\exp(2ik_1z)$. The harmonic wave varies as $\exp(ik_2z)$. When its envelope changes little over one wavelength, the wave equation reduces to

$$
\frac{dA_2}{dz}=i\kappa\,s(z)A_1^2e^{-i(k_2-2k_1)z}.
$$

The constant $\kappa$ contains the nonlinear coefficient and the overlap of the modes. The function $s(z)=\pm1$ is the sign set by the poling. For equal domains and period $\Lambda$, let $K=2\pi/\Lambda$. Then

$$
s(z)=\frac4\pi\sum_{m=1,3,\ldots}\frac{\sin(mKz)}m .
$$

Since $\sin Kz=(e^{iKz}-e^{-iKz})/(2i)$, the component $e^{iKz}$ has magnitude $2/\pi$. Poling is chosen so that this component cancels the mismatch at $\nu_0$:

$$
K=k_2(2\omega_0)-2k_1(\omega_0)=\frac{2\omega_0}{c}(n_2-n_1).
$$

With $\omega_0=2\pi c/\lambda_0$, this gives

$$
\Lambda=\frac{\lambda_0}{2(n_2-n_1)}
=\frac{1550\ \text{nm}}{2\times0.17}=4.559\ \mu\text{m}.
$$

The other components leave phases that rotate at a rate of at least $2K$, and they nearly average out over the roughly 2200 periods in the guide. Keeping the matched component, define

$$
\Delta k=k_2(2\omega)-2k_1(\omega)-K .
$$

The pump is undepleted, so $A_1$ is constant. With no harmonic at the input,

$$
|A_2(L)|=\frac{2\kappa}{\pi}|A_1|^2
\left|\int_0^L e^{-i\Delta kz}\,dz\right|.
$$

The integral follows by taking out the phase at the middle of the guide:

$$
\int_0^L e^{-i\Delta kz}dz
=\frac{1-e^{-i\Delta kL}}{i\Delta k}
=L e^{-i\Delta kL/2}\frac{\sin(\Delta kL/2)}{\Delta kL/2}.
$$

The output power is therefore

$$
P_2\propto L^2\left(\frac{\sin x}{x}\right)^2,
\qquad x=\frac{\Delta kL}{2}.
$$

The coupling also depends on frequency, but the half width found below is about $3\times10^{-4}$ of the carrier frequency, so its variation is neglected.

### How tuning changes the phase mismatch

Let the pump move by $\delta\omega=2\pi\,\delta\nu$. The harmonic then moves by $2\delta\omega$. In each mode $k=n\omega/c$, so

$$
\frac{dk}{d\omega}=\frac1c\left(n+\omega\frac{dn}{d\omega}\right)=\frac{n_g}{c}.
$$

To first order, the two wavenumbers change by

$$
\delta k_2=\frac{n_{g2}}c(2\delta\omega),\qquad
\delta k_1=\frac{n_{g1}}c\delta\omega .
$$

Two pump photons make one harmonic photon, so $\delta k_1$ enters twice. The grating wavenumber $K$ is fixed. Hence

$$
\Delta k=\delta k_2-2\delta k_1
=\frac{2(n_{g2}-n_{g1})}{c}\delta\omega
=\frac{2\Delta n_g}{c}\delta\omega .
$$

The phase indices set the poling period, while the group indices set the slope that limits the bandwidth.

### The half-maximum points

At half power, $\sin x/x=1/\sqrt2$. On $0<x<\pi$ this ratio falls steadily from 1 to 0, so there is one solution, $x_h=1.39156$. Indeed $\sin(1.39156)/1.39156=0.98398/1.39156=0.7071$. Beyond $x=\pi$ the magnitude of the ratio is below $1/\pi$, so no side lobe reaches half power.

Substitution of $\Delta k$ into $x$ gives

$$
x=\frac{\Delta n_gL}{c}\delta\omega,
\qquad |\delta\omega_h|=\frac{x_hc}{|\Delta n_g|L}.
$$

The full width is $2|\delta\omega_h|$ in angular frequency. Dividing by $2\pi$ gives

$$
\boxed{\Delta\nu=\frac{x_h}{\pi}\frac{c}{|\Delta n_g|L}
=0.443\frac{c}{|\Delta n_g|L}}.
$$

For the stated guide, $c/(|\Delta n_g|L)=299.79$ GHz, so

$$
\Delta\nu=0.44295\times299.79\ \text{GHz}=132.79\ \text{GHz}.
$$

The answer to (a) is about 130 GHz. The corresponding pump-wavelength width is

$$
\Delta\lambda\simeq\frac{\lambda_0^2}{c}\Delta\nu=1.06\ \text{nm}.
$$

A sum over every reversed domain, without selecting one Fourier component, also gives 132.79 GHz. This supports the statement that the grating fixes the centre but has a negligible effect on the width here.

### What the width means

The group delays of the two modes differ by

$$
\tau=\frac{|\Delta n_g|L}{c}=3.336\ \text{ps},
\qquad \Delta\nu=\frac{0.443}{\tau}.
$$

For a continuous pump, this delay difference appears as a phase that changes with frequency. Harmonic contributions from the entrance and exit differ in phase by $|\Delta k|L=2|\delta\omega|\tau$. At half power this phase is $2x_h=2.78$ rad. When it reaches $2\pi$, the contributions from the whole length are spread evenly over one full turn of phase and sum to zero, which gives the first zero at $|\delta\nu|=1/(2\tau)=150$ GHz from the centre.

The frequency axis must be named. The harmonic moves twice as far as the pump, so the same curve plotted against harmonic frequency has a width of 266 GHz.

A pulsed pump poses a different question, because two of its components can combine. If they are detuned by $a$ and $b$ in angular frequency, the first-order mismatch is

$$
\Delta k=\frac{n_{g2}(a+b)-n_{g1}a-n_{g1}b}{c}
=\frac{\Delta n_g(a+b)}c .
$$

It depends on the sum $a+b$. Components far from the centre can still combine efficiently if their detunings are opposite, until second-order dispersion of the pump mode matters. For the dispersion assumed below, that happens at detunings of several THz. The sum $a+b$ must still lie within the 266 GHz harmonic acceptance, and for a broad pulse most pairs do not. For a transform-limited Gaussian pulse at weak conversion, the harmonic energy relative to a guide without walk-off is about 0.8 for a 133 GHz pump spectrum, 0.35 for 0.5 THz and 0.2 for 1 THz. The 133 GHz width is thus the acceptance for a tuned narrow line. For a pulse it is not a sharp cutoff, but it marks where conversion begins to fall.

### Scaling and the limit of small mismatch

At fixed $\Delta n_g$, doubling the length halves the width to 66 GHz, and halving the length doubles it to 266 GHz. At fixed length, doubling $|\Delta n_g|$ also halves the width. Reversing the sign of $\Delta n_g$ leaves it unchanged at this order.

The inverse dependence on $\Delta n_g$ cannot continue to zero mismatch. Let $\beta_j=d^2k_j/d\omega^2$, evaluated at each carrier. The second-order changes are $\tfrac12\beta_2(2\delta\omega)^2$ for the harmonic and $\tfrac12\beta_1\delta\omega^2$ for each pump photon. Therefore

$$
\Delta k=\frac{2\Delta n_g}{c}\delta\omega+B\,\delta\omega^2+\cdots,
\qquad B=2\beta_2-\beta_1 .
$$

Take $\beta_1=100$ and $\beta_2=400$ fs²/mm, so $B=700$ fs²/mm. At the half-maximum edge, the quadratic term adds

$$
\frac{|B|\delta\omega_h^2L}{2}=6.1\times10^{-4}\ \text{rad}
$$

to $x$, compared with the required 1.39 rad. To first order in $B$, both edges move by the same amount in the same direction, so the width does not change.

The ratio of the quadratic phase to $x_h$ is

$$
\frac{|B|L}{2x_h}\left(\frac{x_hc}{|\Delta n_g|L}\right)^2
=\frac{|B|x_hc^2}{2\Delta n_g^2L}.
$$

It is $4.4\times10^{-4}$ here. Reducing the mismatch tenfold, with dispersion and length fixed, raises it to about 0.04. The linear estimate requires this ratio to be well below $1/4$. The true width exceeds it by 0.4% at a ratio of 0.04 and by 15% at 0.22. On one side of the peak, $|\Delta k|$ rises only to $\Delta n_g^2/(c^2|B|)$ before turning back toward a second phase-matching point. When the ratio passes $1/4$, near $\Delta n_g=0.004$ here, this maximum no longer reaches half power, the two peaks merge, and the width jumps to nearly 9 THz.

If $\Delta n_g=0$ and the quadratic term dominates the higher ones, half power occurs at $|B|\delta\omega^2L/2=x_h$. The full width is then

$$
\Delta\nu_{\Delta n_g=0}=\frac1\pi\sqrt{\frac{2x_h}{|B|L}} .
$$

It falls as $L^{-1/2}$ rather than $L^{-1}$.

### Departures from the ideal guide

The table uses $L=1$ cm and $\Delta n_g=0.1$ throughout. Each row changes one condition. The peak factor is the greatest output power divided by the lossless, undepleted, uniform value at the same pump power.

| Case | Peak factor | FWHM (GHz) |
|---|---:|---:|
| Ideal | 1.00 | 132.8 |
| Loss: 0.3 dB/cm pump, 1 dB/cm harmonic | 0.83 | 132.8 |
| Depletion, 1 mW pump | 0.99 | 132.7 |
| Depletion, 100 mW pump | 0.58 | 121.2 |
| Thickness drift, 0.3 nm | 0.97 | 133.7 |
| Thickness drift, 1 nm | 0.70 | 147.4 |

**Loss.** Let $\alpha_1$ and $\alpha_2$ be the power-loss coefficients. The source at $z$ scales as pump power, $e^{-\alpha_1z}$, and the harmonic amplitude made there then decays by $e^{-\alpha_2(L-z)/2}$. Apart from a constant, the weight is $e^{gz}$ with $g=\alpha_2/2-\alpha_1$. Integrating $e^{(g-i\Delta k)z}$ about the middle of the guide gives

$$
P_2\propto\frac{\sinh^2(gL/2)+\sin^2(\Delta kL/2)}
{(gL/2)^2+(\Delta kL/2)^2}.
$$

This expression is even in $g$, so a small imbalance changes the shape at second order. Here $gL\simeq0.05$. Loss removes 17% of the peak power but leaves the width unchanged at the precision shown.

**Depletion.** Let the normalized efficiency be $\eta_0=1000\%$/(W cm²), or 10/(W cm²), and let $P$ be the input pump power. Set $\Gamma=\sqrt{\eta_0PL^2}$ and scale the amplitudes so that $a_1^2+b_2^2=1$. With distance measured in units of $L$ and the phases chosen to make both amplitudes real, the phase-matched equations are

$$
a_1'=-\Gamma a_1b_2,\qquad b_2'=\Gamma a_1^2=\Gamma(1-b_2^2).
$$

Starting from $b_2=0$, the solution is $b_2=\tanh\Gamma$ at the output. The conversion is $\tanh^2\Gamma$. At 100 mW, $\Gamma=1$ and the conversion is 58%. Away from phase matching, the coupled equations were solved numerically. The width at this power is 9% below the ideal value, while at 1 mW the change is less than 0.1%.

**Thickness drift.** Suppose the phase-matched wavelength moves by 3 nm per nm of film thickness, and the thickness changes linearly along the guide. Let $\nu_d$ be the resulting end-to-end shift of the phase-matched frequency. The local mismatch is

$$
\Delta k(z)=\frac{4\pi\Delta n_g}{c}
\left[\delta\nu-\nu_d\left(\frac zL-\frac12\right)\right].
$$

At $\delta\nu=0$, integrate this over distance and put $u=2z/L-1$. Apart from a constant and an overall sign, the accumulated phase is $\phi u^2$, where

$$
\phi=\frac{\pi\Delta n_gL\nu_d}{2c}.
$$

For small $\phi$, the squared magnitude of the average of $e^{i\phi u^2}$ is one minus $\phi^2$ times the variance of $u^2$. On $-1<u<1$, the averages of $u^4$ and $u^2$ are $1/5$ and $1/3$. The centre factor is therefore

$$
1-\phi^2\left(\frac15-\frac19\right)=1-\frac{4\phi^2}{45}.
$$

A 0.3 nm drift shifts the phase-matched wavelength by 0.9 nm, or about 112 GHz. Then $\phi\simeq0.59$ and the estimated factor is 0.97, as in the table. A 1 nm drift gives $\phi\simeq1.96$. The small-phase estimate is then 0.66, while the full integral gives 0.70. Although the 3 nm shift is nearly three times the acceptance, the width grows by only 11%. The output depends on the accumulated phase, which remains moderate for this linear drift. This mild behaviour does not extend much further: at 2 nm the peak splits, falls to 0.27 and spreads over about 470 GHz.

**Temperature.** With a tuning rate of 0.1 nm/K, a uniform temperature change shifts the whole curve. A laser fixed at the original peak falls to half power after a shift of half the acceptance:

$$
\Delta T=\frac{1.064/2\ \text{nm}}{0.1\ \text{nm/K}}=5.3\ \text{K}.
$$

**Facet reflections.** A plane-wave estimate for a bare facet gives

$$
R=\left(\frac{1.90-1}{1.90+1}\right)^2=9.6\%.
$$

After one round trip, the forward pump amplitude is multiplied by $\rho e^{i\theta}$, where $\rho=Re^{-\alpha_1L}$ and $\theta=2k_1L$. Summing all round trips gives $1/(1-\rho e^{i\theta})$. The ratio of maximum to minimum pump power is $[(1+\rho)/(1-\rho)]^2$. The harmonic power varies as the square of pump power, so with the 0.3 dB/cm pump loss used above (2.17 without loss) its ratio is

$$
\left(\frac{1+\rho}{1-\rho}\right)^4=2.06 .
$$

The phase $\theta$ changes by $2\pi$ when the pump moves by $c/(2n_{g1}L)=6.8$ GHz. About 20 such fringes fit within the acceptance curve. The 133 GHz width then describes the envelope, and a half-maximum read from the raw trace can be misleading. Reflection of the harmonic is left out of this estimate, and it is not small. The same formula gives about 12% per facet at $n_2=2.07$, which with 1 dB/cm loss adds fringes spaced by 3.3 GHz in pump frequency with a ratio near 1.5, raising the total ratio to about 3.

### Relation to real waveguides

The parameters lie in the rough regime of periodically poled thin-film lithium niobate. The values for dispersion, loss, efficiency, thermal tuning and thickness sensitivity are rough, and they depend on the cross-section and the modes. In particular, $\Delta n_g$ is a design variable, so 0.1 is not a material constant. The values used for $\Delta n_g$, $\beta_1$, $\beta_2$ and the thermal rate are close to those of bulk lithium niobate. Slab and effective-index estimates for films 500 to 700 nm thick give $\Delta n_g$ near 0.04 to 0.07, thickness sensitivities of 5 to 9 nm per nm and thermal rates of 0.3 to 0.5 nm/K. Both rates scale as $1/\Delta n_g$, so only their product with $\Delta n_g$ enters the phase. On that measure the thickness figure used here is at the low end of the range, and the temperature tolerance of a 1 cm thin-film guide is nearer 2 to 4 K than 5.3 K. Real films depart from the assumed uniformity. With the assumed sensitivity of 3 nm per nm, a linear 1 nm thickness drift changes the width from 133 to 147 GHz and lowers the peak by 30%. If the sensitivity were 5 nm per nm, a linear drift of only 0.6 nm would have the same effect. Larger or irregular variations need the full phase integral with the actual profile. Light-induced index changes and absorption heating are also omitted, and they can matter at high power. The numerical output lists the values used here.

## Computed results

```
Guide length: 1.0 cm
Pump wavelength: 1550 nm
Pump frequency: 193.41 THz
Phase indices, pump and SH: 1.90, 2.07
Group indices, pump and SH: 2.20, 2.30
Group-index mismatch: 0.100
Poling period: 4.559 um
Half-maximum phase x_h: 1.39156 rad
Width coefficient x_h/pi: 0.44295
c/(dng L): 299.79 GHz
Group-delay difference: 3.336 ps
FWHM, formula: 132.79 GHz
FWHM, source integral: 132.79 GHz
FWHM, all poled domains: 132.79 GHz
FWHM, weak coupled waves: 132.79 GHz
Half width: 66.40 GHz
Width in SH frequency: 265.58 GHz
Width in pump wavelength: 1.064 nm
Pump and SH GVD: 100, 400 fs^2/mm
Quadratic phase at half maximum: 6.09e-04 rad
Pump and SH loss: 0.3, 1.0 dB/cm
Peak factor with loss: 0.8319
FWHM with loss: 132.80 GHz
Normalized efficiency: 1000 %/(W cm^2)
Pump 1 mW: peak conversion 0.99 %, FWHM 132.70 GHz
Pump 100 mW: peak conversion 58.00 %, FWHM 121.18 GHz
Thickness sensitivity: 3.0 nm/nm
Thickness drift 0.3 nm: shift 0.9 nm
  center factor 0.970, peak factor 0.970, outer width 133.7 GHz
Thickness drift 1.0 nm: shift 3.0 nm
  center factor 0.704, peak factor 0.704, outer width 147.4 GHz
Thermal tuning: 0.1 nm/K
Temperature change to half power: 5.32 K
Facet reflectance: 9.63 %
Pump fringe spacing: 6.81 GHz
Squared-pump fringe contrast: 2.06
```
